# Bracketed Newton Solution for Neutral Dopant Clusters in Equilibrium

## The decision: what must the local solver guard against?

A simulation of dopant activation needs the free donor density at every mesh point and time step. The total donor density is known; the free density follows from a nonlinear equation containing high powers of the unknown. Before coding the solver one must decide whether to search for several admissible roots, where to start, and whether Newton steps can be trusted. For the ideal equilibrium model below, there is one positive root, a bracket is available after one function evaluation, and Newton iteration from its upper end cannot overshoot in exact arithmetic.

## The equation and its assumptions

Let \(C_T\) be the total donor density, \(c\) the density of free, singly ionised donors, and \(C_m\) the density of neutral clusters containing \(m\) donors around one vacancy, with \(m=1,\ldots,M\) and \(M\le4\). Electron and hole densities are \(n\) and \(p\). The temperature enters through \(\tau=k_BT\). The algebra uses atomic units, so energies are in hartree and densities in inverse cubic bohr.

A neutral cluster cannot form from positive ions alone. The reaction is

\[
m\,D^+ + m\,e^- + V \rightleftharpoons D_mV .
\]

A reservoir holds the vacancies \(V\) at equilibrium. Free carriers obey Boltzmann statistics, and donors and clusters mix ideally and dilutely.

Let \(N_s\) be the density of host sites. A vacancy has four neighbours, so a cluster has \(g_m=4!/[m!(4-m)!]\) arrangements per vacancy site. For \(N\) dilute objects on \(A\) available places, the number of arrangements is approximately \(A^N/N!\). Stirling's formula then gives the free-energy term \(N[\ln(N/A)-1]\), in units of \(\tau\). Let \(B_m\) be the energy released when \(m\) ions, \(m\) electrons at the conduction-band edge and one reservoir vacancy form a cluster. The free energy per volume, divided by \(\tau\), is

\[
\begin{aligned}
f={}&c\left[\ln\frac c{N_s}-1\right]
+\sum_m C_m\left[\ln\frac{C_m}{N_sg_m}-1-\frac{B_m}{\tau}\right]\\
&+n\left[\ln\frac n{N_c}-1\right]
+p\left[\ln\frac p{N_v}-1+\frac{E_g}{\tau}\right].
\end{aligned}
\]

Here \(E_g\) is the gap. To find \(N_c\), note that a parabolic band of density-of-states mass \(m_e\) has, with spin, \(\sqrt2\,m_e^{3/2}\sqrt E/\pi^2\) states per energy and volume. Since \(\int_0^\infty\sqrt E\,e^{-E/\tau}dE=\sqrt\pi\,\tau^{3/2}/2\),

\[
N_c=\frac{\sqrt2\,m_e^{3/2}}{\pi^2}\frac{\sqrt\pi\,\tau^{3/2}}2
=2\left(\frac{m_e\tau}{2\pi}\right)^{3/2}.
\]

The hole mass gives \(N_v\) in the same way.

The derivative of \(z[\ln(z/a)-1]\) is \(\ln(z/a)\). Forming one cluster changes \(C_m\) by \(+1\), and \(c\) and \(n\) by \(-m\) each. Setting the change of \(f\) to zero gives

\[
\ln\frac{C_m}{N_sg_m}-\frac{B_m}{\tau}
-m\ln\frac c{N_s}-m\ln\frac n{N_c}=0,
\]

and hence

\[
C_m=K_m(cn)^m,\qquad
K_m=\frac{N_sg_m e^{B_m/\tau}}{(N_sN_c)^m}.
\]

Creating an electron-hole pair raises \(n\) and \(p\) together. Its equilibrium condition is \(\ln(n/N_c)+\ln(p/N_v)+E_g/\tau=0\), or

\[
np=n_i^2,\qquad n_i^2=N_cN_ve^{-E_g/\tau}.
\]

Clusters carry no charge, so neutrality is \(n-p=c\). Substituting \(p=n_i^2/n\) gives \(n^2-cn-n_i^2=0\), whose positive solution is

\[
n(c)=\frac c2+\sqrt{\frac{c^2}{4}+n_i^2}.
\]

Each cluster of size \(m\) stores \(m\) donors. The equation to solve is therefore

\[
C_T=\mathcal T(c)\equiv c+\sum_{m=1}^M mK_m[c\,n(c)]^m.
\]

## Uniqueness

Take \(C_T>0\), \(n_i>0\) and \(K_m\ge0\). The derivative

\[
\frac{dn}{dc}=\frac12+\frac{c}{2\sqrt{c^2+4n_i^2}}
\]

is positive for \(c\ge0\). Thus \(cn(c)\) increases, every cluster term is nondecreasing, and the first term \(c\) is strictly increasing. Moreover \(\mathcal T(0)=0\) and \(\mathcal T(c)\ge c\to\infty\). Continuity gives a positive root, and strict increase excludes a second one.

Eliminating \(c\) in favour of \(n\) can hide this result. Since \(c=(n^2-n_i^2)/n\) and \(cn=n^2-n_i^2\), multiplication by \(n\) gives

\[
n^2-n_i^2+n\sum_m mK_m(n^2-n_i^2)^m-C_Tn=0.
\]

This polynomial may have further real roots. A physical one needs both \(n>0\) and \(c>0\), which means \(n>n_i\). In the example below an exact root count finds three real roots, one of them with \(n>n_i\).

## Slope and convexity in the logarithm

Set \(x=\ln c\) and use the logarithmic residual

\[
G(x)=\ln\mathcal T(e^x)-\ln C_T.
\]

Write \(n=n_ie^u\) and \(p=n_ie^{-u}\). Then \(c=2n_i\sinh u\), so \(dx/du=\coth u\). Because \(d\ln n/du=1\),

\[
s\equiv\frac{d\ln n}{dx}=\tanh u
=\frac{c}{\sqrt{c^2+4n_i^2}},\qquad 0<s<1.
\]

Differentiating once more,

\[
\frac{ds}{dx}=(1-\tanh^2u)\frac{du}{dx}=s(1-s^2).
\]

Let \(w_0=c/\mathcal T\) and \(w_m=mC_m/\mathcal T\) be the donor shares. They sum to one. The logarithms of the terms in \(\mathcal T\) have slopes

\[
\ell_0=1,\qquad \ell_m=m(1+s).
\]

The derivative of the logarithm of a sum is the weighted mean of these slopes:

\[
G'=\sum_{j=0}^M w_j\ell_j=w_0+(1+s)\sum_{m=1}^M mw_m.
\]

Every slope lies between 1 and \(L=2M\), so \(1\le G'\le L\).

For the second derivative, each share obeys \(w_j'=w_j(\ell_j-G')\), because its logarithm is the logarithm of one term minus that of the sum. Hence

\[
\begin{aligned}
G''&=\sum_j w_j\ell_j(\ell_j-G')+\sum_jw_j\ell_j'\\
&=\sum_jw_j(\ell_j-G')^2+s(1-s^2)\sum_m mw_m .
\end{aligned}
\]

The variance form follows because \(\sum_jw_j(\ell_j-G')=0\). If at least one \(K_m\) is positive, \(G''>0\). If none is, \(G\) is a straight line and one Newton step solves the problem.

Two limits show what the slopes mean. When \(c\ll n_i\), \(n\approx n_i\) and cluster densities vary as \(c^m\). When \(c\gg n_i\), each added ion brings an electron, \(n\approx c\), and they vary as \(c^{2m}\). If the largest size then dominates, \(C_T\approx MK_Mc^{2M}\), so \(c\propto C_T^{1/(2M)}\). At small total density the active fraction \(c/C_T\) tends to \(1/(1+K_1n_i)\), which is below one if single-donor clusters are allowed, and close to one only if \(K_1n_i\ll1\).

## The bracket and the iteration

Start with \(x_0=\ln C_T\). Since \(\mathcal T(C_T)\ge C_T\), the residual \(R_0=G(x_0)\) is nonnegative. Let \(x_*\) be the root. The mean value theorem gives \(R_0=G'(\xi)(x_0-x_*)\) for some intermediate \(\xi\). With \(1\le G'\le L\),

\[
x_0-R_0\le x_*\le x_0-\frac{R_0}{L}.
\]

The algorithm is:

1. Evaluate \(R_0\), form the bracket, and set \(x\) to its upper end.
2. Compute \(G\), \(G'\) and the proposed point \(y=x-G/G'\).
3. Stop, accepting \(y\), if \(|y-x|\) is below the tolerance.
4. Replace the upper end by \(x\) if \(G>0\), otherwise the lower end.
5. Use \(y\) if it lies in the bracket; otherwise use the midpoint. Return to item 2.

Convexity places the tangent below the curve. At the root,

\[
0=G(x_*)\ge G(x)+G'(x)(x_*-x).
\]

Division by \(G'>0\) and rearrangement give \(y\ge x_*\). Hence any Newton step lands at or to the right of the root. If \(x>x_*\), then \(G(x)>0\), so also \(y<x\). Starting at the upper end, the iterates descend without crossing the root, and bisection is not needed in exact arithmetic. It protects starts from the left, whose first step may pass the upper end, and modified models that lose convexity.

For evaluation, use \(\ln n=\ln n_i+\operatorname{asinh}(c/2n_i)\). Form the logarithm of each term of \(\mathcal T\), subtract the largest before exponentiating, and add it back after taking the logarithm of the sum. This avoids overflow from large powers or binding factors.

## Error analysis

Let \(e=x-x_*>0\), and let \(e_+=y-x_*\) be the error after one step. Convexity gives \(G(x)\ge G'(x_*)e\ge e\), while \(G'(x)\le L\). Thus

\[
e_+=e-\frac{G(x)}{G'(x)}\le\left(1-\frac1L\right)e .
\]

This is a worst-case bound. Near the root, Taylor's formula about \(x\) reads

\[
0=G(x)-G'(x)e+\tfrac12G''(\xi)e^2 .
\]

Solving for \(G/G'\) and inserting it in \(e_+\) gives

\[
e_+=\frac{G''(\xi)}{2G'(x)}e^2,
\]

which is quadratic convergence. The same inequalities yield a computable enclosure for an iterate on the right:

\[
\frac{G(x)}{G'(x)}\le e\le G(x).
\]

A small error in \(x\) is a relative error in \(c\), since \(\delta c/c\approx\delta x\).

Errors in the input propagate differently. Differentiating \(G=0\) gives \(G'dx+\sum_m w_m\,d\ln K_m-d\ln C_T=0\). Therefore

\[
\frac{\partial\ln c}{\partial\ln C_T}=\frac1{G'},\qquad
\frac{\partial\ln c}{\partial B_m}=-\frac{w_m}{\tau G'} .
\]

The choice of residual also matters. Newton's method applied to \(\mathcal T-C_T\), still in the variable \(x\), makes the step

\[
-\frac{\mathcal T-C_T}{\mathcal TG'}=-\frac{1-e^{-G}}{G'} .
\]

To the right of the root its length is below \(1/G'\), however large \(G\) is. The logarithmic residual removes this limit.

## Worked example: a hot, heavily doped donor layer

The regime is that of heavily arsenic-doped silicon during a 1100 K anneal. The host values are rough: \(N_s=5\times10^{22}\ \mathrm{cm^{-3}}\), \(E_g=0.8\) eV, and density-of-states masses 1.1 and 1.0 electron masses for electrons and holes. The cluster energies \(B_1,\ldots,B_4=-0.6,0.2,0.9,1.7\) eV are round model parameters. The total is \(C_T=5\times10^{20}\ \mathrm{cm^{-3}}\).

These inputs give \(\tau=0.09479\) eV, \(N_c=2.033\times10^{20}\ \mathrm{cm^{-3}}\) and \(n_i=2.78\times10^{18}\ \mathrm{cm^{-3}}\). The bracket runs from \(5.41\times10^{16}\) to \(1.597\times10^{20}\ \mathrm{cm^{-3}}\). Its upper end is already within 9% of the root

\[
c=1.471\times10^{20}\ \mathrm{cm^{-3}}
=1.471\times10^{-4}\ \text{Å}^{-3}.
\]

The active fraction is \(1.471/5=0.294\). For the largest cluster,

\[
\frac{cn}{N_sN_c}=
\frac{(1.4708\times10^{20})(1.4713\times10^{20})}
{(5\times10^{22})(2.0327\times10^{20})}
=2.129\times10^{-3}.
\]

Its density is

\[
C_4=(5\times10^{22})(2.129\times10^{-3})^4e^{1.7/0.09479}
\approx6.32\times10^{19}\ \mathrm{cm^{-3}}.
\]

Four donors per cluster make this 50.6% of all donors. In units of \(10^{18}\ \mathrm{cm^{-3}}\), the donor balance is \(147.1+0.8+22.4+77.0+252.8=500.1\), equal to 500 within the rounding of the terms.

The logarithmic residuals are \(0.476\), \(0.0244\), \(9.16\times10^{-5}\), \(1.31\times10^{-9}\) and \(-1.42\times10^{-14}\). At the root \(G'=5.443\) and \(G''=9.267\), so the quadratic coefficient is \(9.267/(2\times5.443)=0.851\). The error in \(x\) at iterate 2 is \(1.68\times10^{-5}\). The predicted next error is \(0.851(1.68\times10^{-5})^2=2.4\times10^{-10}\), in agreement with \(1.31\times10^{-9}/5.443\). The last, negative residual is at rounding level: adjacent double-precision numbers near \(\ln C_T\approx47.7\) differ by \(7\times10^{-15}\).

With both methods started at \(c=C_T\) and stopped at a step below \(10^{-12}\), the logarithmic residual takes 6 steps and the plain residual 15. The distance to cover is \(\ln(1/0.294)=1.22\), and the plain step is shorter than \(1/5.443\) on this interval. At least seven plain steps are therefore needed merely to cover the distance.

A wider test used 200 random models with \(M\) from 1 to 4, \(C_T=1\), \(n_i\) from 0.001 to 3 and \(\ln K_m\) from \(-5\) to 8, in scaled units. None needed bisection from the upper end, and starts from the lower end reached the same roots within \(10^{-10}\) in \(x\).

The response \(1/G'=0.184\) means that a 1% increase in total doping raises the free density by about 0.18%. Doubling \(C_T\) to \(10^{21}\ \mathrm{cm^{-3}}\) raises \(c\) to only \(1.65\times10^{20}\ \mathrm{cm^{-3}}\), a gain of 12%. At \(10^{19}\ \mathrm{cm^{-3}}\), by contrast, 99.96% of the donors are free. An error of 0.1 eV in \(B_4\) changes \(c\) by about 10% in linear response, far more than the solver error.

## Physical error and loss of the guarantee

One important neglected effect is electrostatic. If only the electrons screen, and respond linearly, an ion in a medium of relative permittivity \(\epsilon=11.7\) has potential \(e^{-\kappa r}/(\epsilon r)\), with \(\kappa^2=4\pi n/(\epsilon\tau)\). The induced part at the ion is \(-\kappa/\epsilon\). Charging the ion gradually introduces a factor one half, so the interaction free energy per volume is \(-c\kappa/(2\epsilon)\). Its derivatives with respect to \(c\) and \(n\) add to

\[
\delta=-\frac{\kappa}{2\epsilon}\left(1+\frac{c}{2n}\right)
\]

per ion-electron pair. This lowers the free energy of the separated particles and multiplies \(C_m\) by \(e^{m\delta/\tau}\), if the \(B_m\) refer to infinite dilution. At the model root \(\delta=-0.143\) eV. Solving again with this correction gives \(c=4.26\times10^{20}\ \mathrm{cm^{-3}}\), 2.9 times the ideal result. This overstates the shift, because the new density exceeds \(N_c\), where Boltzmann statistics and classical screening fail. With Fermi statistics for the electrons, and \(\kappa^2\) divided by \(1+0.354\,n/N_c\) as a first degeneracy correction, the result is about 1.6 times the ideal one when \(\delta\) is derived again from \(-c\kappa/(2\epsilon)\) with this \(\kappa\), and 1.75 times if the formula for \(\delta\) above is kept. These estimates omit terms of the same order that raise \(c\) further: the electron-electron correlation \(-\tau\kappa^3/(12\pi)\), and screening by the ions, which are mobile if clusters equilibrate. With Fermi statistics the factor becomes about 2.0 with the first term and about 2.6 with both. The ion's screening energy at the model root is \(1.01\tau\) in the classical estimate, so the coupling is not weak and even the smaller factor is only a rough guide. Energies fitted near the working density would already contain part of the shift.

Screening also changes the mathematics. For \(n\approx c\), \(\delta\propto-\sqrt c\), and the logarithmic slope of \(cn\,e^{\delta/\tau}\) is \(2-|\delta|/(2\tau)\). For the \(\delta\) derived above it stays positive up to \(c=C_T\), so the root remains unique. With the omitted electron-electron or ionic terms and Boltzmann statistics it turns negative before \(C_T\), and this argument no longer applies. Its derivative is negative, however, and convexity is lost near the root: the first Newton step from the upper end now lands slightly to the left of it. The iteration still converges here, but the guarantee is gone. The slope bounds must be checked anew, and bisection should be kept as a safeguard.

Fermi statistics breaks the upper bracket. The factor \(n/N_c\) in the cluster law is replaced by \(e^\eta\), where \(\eta\) is the Fermi level above the band edge divided by \(\tau\). This factor rises faster than \(n\), so \(G'\) can exceed \(2M\). In the example the old formula would put the upper end at \(1.05\times10^{20}\ \mathrm{cm^{-3}}\), below the Fermi root at \(1.32\times10^{20}\ \mathrm{cm^{-3}}\). A degenerate solver should use \(C_T\) itself as the upper end.

Set beside real arsenic-doped silicon, the total is high but belongs to the heavy-doping regime in which deactivation matters; the calculated active fraction is a property of the chosen energies, not a measurement. Real anneals can break the assumption of equilibrium vacancies. A tenfold vacancy excess, with all else fixed, lowers \(c\) by 27%, to \(1.08\times10^{20}\ \mathrm{cm^{-3}}\). Fermi statistics lowers it by 10%. A gap smaller by 0.1 eV changes it by less than 0.1% if the \(B_m\) stay fixed. But the \(B_m\) are measured from the conduction-band edge: if that edge falls by 0.1 eV relative to the cluster energies, each \(B_m\) falls by \(0.1m\) eV and \(c\) rises by 63%. With the gap and \(B_m\) fixed, equilibrium at 900 K and 1300 K gives \(0.81\) and \(2.18\times10^{20}\ \mathrm{cm^{-3}}\). The density left at the temperature of use thus depends on where cluster reactions freeze during cooling, which an equilibrium solver cannot determine. Charged clusters and precipitates are also outside the model.

The free donors were taken as ionised. In a static screened-hydrogen model with a donor mass of 0.26 electron masses, binding requires a screening length above 2.00 nm. The example has 0.65 nm, so this model supports no bound donor electron. At \(10^{19}\ \mathrm{cm^{-3}}\) the screening length is 2.4 nm, above the threshold, so the 99.96% quoted there counts unclustered donors, and full ionisation is an assumption. The numerical output lists the remaining populations and inputs.

## Numbers as computed

```
Temperature: 1100 K; thermal energy: 0.09479 eV
Total donors: 5.000e+20 cm^-3; host sites: 5.000e+22 cm^-3
Gap: 0.80 eV; relative permittivity: 11.7
Masses (m_e): electron DOS 1.1, hole DOS 1.0, donor 0.26
Nc: 2.0327e+20 cm^-3; Nv: 1.7619e+20 cm^-3; ni: 2.7821e+18 cm^-3
Bracket for c: 5.4060e+16 to 1.5966e+20 cm^-3
Iterate 0: c = 1.59664315e+20 cm^-3, log residual = 4.76e-01
Iterate 1: c = 1.47740899e+20 cm^-3, log residual = 2.44e-02
Iterate 2: c = 1.47083699e+20 cm^-3, log residual = 9.16e-05
Iterate 3: c = 1.47081224e+20 cm^-3, log residual = 1.31e-09
Iterate 4: c = 1.47081224e+20 cm^-3, log residual = -1.42e-14
Bisections used: 0
Newton steps from c = total: log residual 6, plain 15
Free donors: 1.47081e+20 cm^-3 = 1.47081e-04 angstrom^-3
Active fraction: 0.2942
Electrons: 1.47134e+20 cm^-3; holes: 5.261e+16 cm^-3
Size 1: B = -0.6 eV, ways 4, density 7.5909e+17 cm^-3, donor share 0.0015
Size 2: B = 0.2 eV, ways 6, density 1.1218e+19 cm^-3, donor share 0.0449
Size 3: B = 0.9 eV, ways 4, density 2.5655e+19 cm^-3, donor share 0.1539
Size 4: B = 1.7 eV, ways 1, density 6.3189e+19 cm^-3, donor share 0.5055
Log slope: 5.4426; log curvature: 9.2673
Real roots in n: 3; roots with c > 0: 1
d ln c / d ln total: 0.1837; formal limit check: 0.1250
d ln c / d B_4: -0.980 per eV
Largest free-energy slope, in tau: 3.8e-08
Total 1e+19 cm^-3: free 9.9957e+18 cm^-3, fraction 0.9996
Total 1e+20 cm^-3: free 8.8650e+19 cm^-3, fraction 0.8865
Total 5e+20 cm^-3: free 1.4708e+20 cm^-3, fraction 0.2942
Total 1e+21 cm^-3: free 1.6529e+20 cm^-3, fraction 0.1653
With Fermi statistics: c = 1.3201e+20 cm^-3, Fermi level - band edge = -0.0193 eV
With linear screening: c = 4.2624e+20 cm^-3
Screening shift per ion-electron pair at model c: -0.1430 eV
Ion screening energy / tau: 1.006
Tenfold vacancies: c = 1.0753e+20 cm^-3
Gap smaller by 0.1 eV: c = 1.4703e+20 cm^-3
Equilibrium at 900 K: c = 8.0667e+19 cm^-3
Equilibrium at 1300 K: c = 2.1847e+20 cm^-3
Total donors / host sites: 0.0100
Screening length: 0.645 nm; donor Bohr radius: 2.381 nm
Binding threshold: 0.8399 Bohr radii = 2.000 nm
```
